# Conservative Differences for Subbands with an Abrupt Mass Step

Suppose the thickness of an oxide channel is to be chosen from its calculated subband energies. In the example below, thinning a 3 nm film by 0.2 nm raises the third subband by 106 meV. One plausible way of discretizing the kinetic energy puts the same subband 131 meV too low, and no refinement of the grid removes the error. The choice of thickness therefore depends on how the mass step is written into the matrix.

## The equation to be discretized

I use a single band and the Hamiltonian

$$H\psi=-C\,(w\psi')'+V\psi=E\psi,\qquad C=\frac{\hbar^2}{2m_0}=0.0381\ \mathrm{eV\,nm^2}.$$

Here $w(z)=1/m(z)$, and $m$ is the effective mass in units of the free-electron mass $m_0$. This operator ordering is an assumption of the model. A prime denotes $d/dz$, and $F=w\psi'$ will be called the flux.

Integrate the equation from $-\epsilon$ to $+\epsilon$ across an abrupt interface at $z=0$:

$$-C\,[F(\epsilon)-F(-\epsilon)]=\int_{-\epsilon}^{\epsilon}(E-V)\psi\,dz\to0 .$$

So $F$ is continuous. Since $\psi'=mF$ is finite, $\psi$ is continuous too. The slope is not: it changes by the ratio of the masses.

The flux also carries the probability current. From $i\hbar\,\partial_t\psi=H\psi$ with real $V$,

$$\partial_t|\psi|^2=\frac{2}{\hbar}\,\mathrm{Im}(\psi^*H\psi)=-\frac{2C}{\hbar}\,\mathrm{Im}\,(\psi^*w\psi')',$$

because $w|\psi'|^2$ is real. Hence $J=(2C/\hbar)\,\mathrm{Im}(\psi^*F)$, and continuity of $\psi$ and $F$ conserves particles at the interface.

## What the expanded derivative does at a step

The product rule gives $(w\psi')'=w\psi''+w'\psi'$. With central differences on nodes $z_j$ of spacing $h$, this becomes

$$w_j\frac{\psi_{j+1}-2\psi_j+\psi_{j-1}}{h^2}+\frac{w_{j+1}-w_{j-1}}{2h}\,\frac{\psi_{j+1}-\psi_{j-1}}{2h}.$$

Collect the differences between neighbours:

$$\frac{u_j(\psi_{j+1}-\psi_j)-l_j(\psi_j-\psi_{j-1})}{h^2},\qquad u_j,\,l_j=w_j\pm\frac{w_{j+1}-w_{j-1}}4 .$$

For a smooth, resolved mass, $u_j$ and $l_j$ equal $w$ at the two neighbouring midpoints up to $O(h^2)$, and the scheme is consistent. At a step, the Taylor expansion behind that statement does not exist.

Let $s_{j+1/2}=(\psi_{j+1}-\psi_j)/h$. The difference equation reads

$$u_js_{j+1/2}-l_js_{j-1/2}=-\frac{h}{C}(E-V_j)\psi_j .$$

The right side vanishes as $h\to0$, so each node near the step multiplies the slope by $l_j/u_j$. Let $w$ jump from $w_w$ in the film (the well) to $w_b$ in the barrier, midway between two nodes, and let $r=w_b/w_w$. Only the two nodes next to the step see a changing $w$:

- last film node: $l/u=(5w_w-w_b)/(3w_w+w_b)=(5-r)/(3+r)$;
- first barrier node: $l/u=(3w_b+w_w)/(5w_b-w_w)=(3r+1)/(5r-1)$.

The flux ratio is $r$ times the slope ratio, so the limiting condition is

$$F_b=\kappa F_w,\qquad \kappa_{\rm mid}=\frac{r(3r+1)(5-r)}{(5r-1)(r+3)} .$$

The correct value is $\kappa=1$. No $h$ is left in this formula, so refinement cannot repair it.

If a node lies on the step and is given $w=(w_w+w_b)/2$, three nodes contribute. The same substitution gives slope factors $(9-r)/(7+r)$, $(r+3)/(3r+1)$ and $(7r+1)/(9r-1)$, so

$$\kappa_{\rm node}=\frac{r(9-r)(r+3)(7r+1)}{(7+r)(3r+1)(9r-1)} .$$

The limit thus depends on how the step is sampled. A step anywhere strictly between two nodes, or a node on the step that is given the value of one side, leads to $\kappa_{\rm mid}$; the averaged value leads to $\kappa_{\rm node}$. A third variant argues that $w'$ is zero at every node of a piecewise constant profile and drops the term. Then the slope is continuous and $\kappa=r$.

### Why a weak contrast hides the fault

Write $r=e^t$ and $T=\tanh(t/2)$, so that $r=(1+T)/(1-T)$. Then

$$\frac{3r+1}{r+3}=\frac{2+T}{2-T},\qquad \frac{5-r}{5r-1}=\frac{2-3T}{2+3T}.$$

Using $\ln[(1+x)/(1-x)]=2\,\mathrm{artanh}\,x$,

$$\ln\kappa_{\rm mid}=2\,\mathrm{artanh}\,T+2\,\mathrm{artanh}\frac T2-2\,\mathrm{artanh}\frac{3T}2 .$$

The linear terms cancel: $2T+T-3T=0$. The cubic terms give $\tfrac23(1+\tfrac18-\tfrac{27}8)T^3=-\tfrac32T^3$. Since $T\simeq t/2$, the leading term is $\ln\kappa_{\rm mid}\simeq-\tfrac3{16}(\ln r)^3$. A trial with nearly equal masses can therefore look sound.

The expression is odd in $T$. Crossing the step in the opposite direction replaces $r$ by $1/r$ and $\kappa$ by $1/\kappa$, so at both edges of a film the barrier flux is $\kappa$ times the film flux.

## The error in the subbands

Take a film of width $L=3$ nm and mass $m_w=0.34$ between barriers of mass $m_b=0.15$ and height $V_0=2.0$ eV. Then $r=0.34/0.15=2.267$, and

$$\kappa_{\rm mid}=\frac{2.267\times7.800\times2.733}{10.333\times5.267}=0.888 .$$

With a node on the step the factor is 0.967, and with the derivative omitted it is 2.267.

For a bound state let $k^2=m_wE/C$ and $q^2=m_b(V_0-E)/C$. An even state is $\cos kz$ in the film and decays as $e^{-qz}$ on the right. Its flux at $z=L/2$ is $-(k/m_w)\sin(kL/2)$ inside and $-(q/m_b)\cos(kL/2)$ outside. An odd state has $\sin kz$ inside, with flux $(k/m_w)\cos(kL/2)$ against $-(q/m_b)\sin(kL/2)$. Imposing $F_b=\kappa F_w$ gives

$$\frac q{m_b}=\kappa\frac k{m_w}\tan\frac{kL}2\ \text{(even)},\qquad
\frac q{m_b}=-\kappa\frac k{m_w}\cot\frac{kL}2\ \text{(odd)}.$$

For $\kappa=1$ the lowest three levels are 0.1003, 0.3968 and 0.8718 eV. The first can be checked by hand: $k=0.9462$ and $q=2.735$ nm$^{-1}$, so $q/m_b=18.2$ nm$^{-1}$, while $(k/m_w)\tan(1.4193)=2.783\times6.55=18.2$ nm$^{-1}$.

The limits $h\to0$ of the three faulty schemes differ from these levels as follows.

| Scheme | $\kappa$ | Errors, levels 1, 2, 3 (meV) |
|---|---:|---:|
| Expanded, step midway | 0.888 | 2.2, 8.5, 17.9 |
| Expanded, node on step | 0.967 | 0.6, 2.5, 5.1 |
| Derivative omitted | 2.267 | −19.8, −71.4, −131.5 |

These errors come from the matching equations with the wrong $\kappa$. As a test, the matrix eigenvalues were extrapolated to zero spacing. They agreed with those equations within 0.05 meV in all three cases.

### Where the error enters

Let $\psi_0,E_0$ belong to $\kappa=1$ and $\psi,E$ to a neighbouring $\kappa$. Multiply each equation by the other function and subtract. Since $\psi_0'F=\psi'F_0$, the integrand is a total derivative in each uniform region:

$$(E-E_0)\int\psi_0\psi\,dz=-C\sum_{\rm regions}\big[\psi_0F-\psi F_0\big].$$

At $z=L/2$ the film's upper limit contributes $-C(\psi_0F_w-\psi F_0)$ and the barrier's lower limit contributes $+C(\psi_0\kappa F_w-\psi F_0)$. Their sum is $C(\kappa-1)\psi_0F_w$. The left edge gives the same amount by symmetry. For normalized $\psi$, to first order,

$$\left.\frac{dE}{d\kappa}\right|_{\kappa=1}=2C\,\psi F\big|_{z=L/2}<0 .$$

The sign follows because the decaying tail makes $\psi F$ negative at the right edge. A factor $\kappa<1$ therefore raises the levels. The derivatives are −19.0, −74.0 and −153.2 meV. Multiplied by $0.888-1=-0.112$, they predict errors of 2.1, 8.3 and 17.2 meV, close to the first row of the table.

A deep well shows the scaling. There the wave nearly vanishes at the edge, so $|\psi'|\simeq k\sqrt{2/L}$ just inside and $|\psi|=|F|/(w_bq)$. With $Cw_wk^2=E$,

$$\left|\frac{dE}{d\kappa}\right|\simeq\frac{2C}{w_bq}\,w_w^2k^2\,\frac2L=\frac{4E}{rqL} .$$

For level 1 this gives 21.6 meV against the full 19.0 meV. For level 3, which lies closer to the barrier top, the estimate is more than half too large. In this limit $E\propto L^{-2}$ at fixed level number, so the error grows as $L^{-3}$ when the film is thinned.

## Lost particles and complex energies

Since $\psi$ stays continuous while the flux is multiplied by $\kappa$, the currents obey $J_b=\kappa J_w$. For the midway step, 11% of the current passing from film to barrier disappears at the interface. The factor read directly from the slopes of the lowest eigenvector, extrapolated in $h$, was 0.889, in agreement with 0.888.

The subtraction used above, applied to two states with the same $\kappa$, gives

$$(E_n-E_m)\left[\int_{\rm film}\psi_m\psi_n\,dz+\frac1\kappa\int_{\rm barriers}\psi_m\psi_n\,dz\right]=0 .$$

The factor $1/\kappa$ cancels the factor $\kappa$ in the barrier flux. States of the faulty scheme are thus orthogonal with a weight, not in the ordinary product. For states 1 and 3 at $h=0.00625$ nm the ordinary overlap is $-2.1\times10^{-3}$ and the weighted one $-1.6\times10^{-4}$. The identity holds in the limit $h\to0$, so a small remainder is expected.

Replacing $\psi_m$ by $\psi_n^*$ gives

$$(E-E^*)\left[\int_{\rm film}|\psi|^2dz+\frac1\kappa\int_{\rm barriers}|\psi|^2dz\right]=0 .$$

For $\kappa>0$ the bracket is positive and $E$ is real. For a midway step $\kappa$ becomes negative when $r>5$ or $r<1/5$. The bracket can then vanish, and complex energies are allowed, though not required.

They do occur in a model case with masses 0.40 and 0.05, the same $L$ and $V_0$, and 3 nm barriers closed by hard walls. Here $r=8$ and $\kappa=8\times25\times(-3)/(39\times11)=-1.40$. With $p^2=m_b(E-V_0)/C$ and barrier width $d$, the barrier wave is $\sin[p(L/2+d-z)]$, and the matching conditions become

$$\frac p{m_b}\cot pd=\kappa\frac k{m_w}\tan\frac{kL}2\quad\text{or}\quad \frac p{m_b}\cot pd=-\kappa\frac k{m_w}\cot\frac{kL}2 .$$

One solution is $E=3.85+0.94i$ eV. The eigenvalues of the expanded matrix extrapolate to $3.86+0.94i$ eV. The original Hamiltonian with hard walls is Hermitian and has no such level.

## A scheme that keeps the flux

The failure shows what to change: the flux should be a quantity of the scheme, with one value per link, shared by the two cells that meet there. Differentiating $w$ is then unnecessary.

On the link between $z_j$ and $z_{j+1}$, integrate $\psi'=mF$ with $F$ nearly constant:

$$\psi_{j+1}-\psi_j=\int_{z_j}^{z_{j+1}}mF\,dz\simeq h\langle m\rangle F_{j+1/2}
\quad\Rightarrow\quad F_{j+1/2}=W_{j+1/2}\frac{\psi_{j+1}-\psi_j}h,$$

with $W_{j+1/2}=1/\langle m\rangle$. The mass is averaged, not its inverse, because the slopes $mF$ add along the link. Next integrate the Schrödinger equation over the cell of width $h$ around $z_j$, with $\bar V_j$ the mean potential there, and divide by $h$:

$$-\frac C{h^2}\Big[W_{j+1/2}(\psi_{j+1}-\psi_j)-W_{j-1/2}(\psi_j-\psi_{j-1})\Big]+\bar V_j\psi_j=E\psi_j .$$

The diagonal elements are $C(W_{j+1/2}+W_{j-1/2})/h^2+\bar V_j$. The element joining $j$ and $j+1$ is $-CW_{j+1/2}/h^2$ in both rows. The matrix is real and symmetric, so its eigenvalues are real for any mass ratio.

Current is conserved link by link. With $J_{j+1/2}=(2C/\hbar h)\,W_{j+1/2}\,\mathrm{Im}(\psi_j^*\psi_{j+1})$,

$$\partial_t|\psi_j|^2=\frac2\hbar\,\mathrm{Im}(\psi_j^*(H\psi)_j)=-\frac{J_{j+1/2}-J_{j-1/2}}h ,$$

where the sign of the second current follows from $\mathrm{Im}(\psi_j^*\psi_{j-1})=-\mathrm{Im}(\psi_{j-1}^*\psi_j)$.

### Order of the error

On a link cut by the step, $F$ varies by $O(h)$, so the difference $\psi_{j+1}-\psi_j$ is wrong by $O(h^2)$. In a cell cut by the step, replacing $\int(V-E)\psi\,dz$ by $h(\bar V_j-E)\psi_j$ makes an $O(h^2)$ error in the flux. By the boundary terms derived above, a false jump $\Delta\psi$ or $\Delta F$ changes the energy in proportion to $F\Delta\psi$ or $\psi\Delta F$. Both effects are $O(h^2)$. Uncut links and cells make errors of $O(h^3)$ each, and there are $O(1/h)$ of them, so they also add up to $O(h^2)$.

If another positive value of $W$ were used on the cut link, the flux would still be shared and the limit would still be correct. But $\psi$ would acquire a false jump $hF(1/W-\langle m\rangle)$, and the error would in general be of first order.

For level 3 with the step midway, the errors at $h=0.05$, 0.025 and 0.0125 nm are −1.78, −0.44 and −0.11 meV. With a node on the step they are −0.61, −0.15 and −0.04 meV, and with the nodes displaced by $0.2h$ from that position they are −0.76, −0.19 and −0.05 meV. Placement changes the coefficient. With the step kept at the same fractional position between nodes, each halving of $h$ divides the error by about four. If refinement changes that position, the error remains $O(h^2)$ but the ratio can be far from four: inserting midpoints into the midway grid at $h=0.05$ nm puts a node on the step and takes the error from −1.78 to −0.15 meV.

## Smooth interfaces and motion in the plane

A graded interface separates two limits. Let $w$ and $V$ both change as $\tanh(z/\lambda)$ around each edge, with $\lambda=0.2$ nm held fixed. Here the conservative scheme takes $w$ at the link midpoints and $V$ at the nodes, which for a smooth profile changes it only by $O(h^2)$. The expanded and conservative values of level 3 then differ by −0.66, −0.16 and −0.04 meV at $h=0.05$, 0.025 and 0.0125 nm, again falling as $h^2$. The expanded form is usable when $h\ll\lambda$. Making the interface abrupt first and refining afterwards leads to the wrong $\kappa$.

In-plane motion with wave number $k_\parallel$ adds $Ck_\parallel^2w(z)$ to $H$. To first order the energy rises by $Ck_\parallel^2\langle w\rangle$, so the in-plane mass is $1/\langle w\rangle$. It is 0.338, 0.330 and 0.313 for the three levels, falling as more of the state lies in the lighter barrier.

## What the numbers mean for a real film

The parameters are rough values in the regime of amorphous indium gallium zinc oxide between hafnium-oxide barriers. One assumption that such a film strains is that of sharp plane-wave states. A rough mobility of 15 cm²/Vs, read as $\mu=e\tau/m$, gives $\hbar/\tau=0.23$ eV, against a first subband spacing of 0.30 eV. The levels should be read as centres of broad features at best.

Other neglected effects and uncertain inputs, each estimated with the rest held fixed, shift levels 1, 2 and 3 as follows:

- a film thinner by 0.2 nm: 13, 51 and 106 meV;
- nonparabolicity, from $E(1+\alpha E)=E_{\rm parabolic}$ with the crude choice $\alpha=1/(3.1\ \mathrm{eV})$: −3, −41 and −162 meV (this holds the wave number fixed; using the film mass $m_w(1+\alpha E)$ in the matching as well makes the shifts smaller by nearly a fifth);
- barrier mass 0.20 instead of 0.15: −3, −11 and −22 meV;
- a mean film field of 0.45 MV/cm, which is $en/2\varepsilon$ for $n=5\times10^{12}$ electrons per cm² and a relative permittivity of 10, with energies measured from mid-film: −2.5, 0.6 and 0.2 meV. This covers only the linear part of the potential. If the electrons are drawn in by a gate on one side, the curvature they produce lowers the three levels by roughly a further 8, 19 and 21 meV on the same energy scale.

Tunnelling through an ideal 5 nm barrier without a field carries an exponential factor below $10^{-9}$ for these levels; for level 3, a barrier field of 0.45 MV/cm alone raises it to about $2\times10^{-9}$, and including the potential bent by the same charge in the film raises it to about $5\times10^{-9}$. Traps are left out. The barrier decay lengths, 0.37 to 0.47 nm, approach atomic distances, where an envelope function and an abrupt mass are themselves doubtful. If broadening is ignored, then at 300 K and the same electron density the Fermi level lies 0.028 eV above level 1, about one thermal energy, and level 2 holds a fraction $2\times10^{-5}$ of the electrons. Neither value survives the broadening estimated above: if each level is spread as a Gaussian with a full width of 0.23 eV at half maximum, the Fermi level falls slightly below level 1 and the fraction in level 2 rises to about $2\times10^{-3}$.

The expanded scheme's errors of 2 to 18 meV are thus smaller than several physical uncertainties. They still matter in a fit: an 18 meV error in level 3 is close in size to the effect of changing the barrier mass from 0.15 to 0.20, and could be absorbed into that parameter unnoticed. Moving a node from beside the step onto it, with the averaged $w$ there, exposes the fault; with a one-sided value of $w$ the limit would not move. In the limit of fine grids the expanded level 3 still moves by 13 meV, from an error of 17.9 to one of 5.1 meV, while the two conservative values converge to the same level. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
C = hbar^2/2m0: 0.038100 eV nm^2
well mass 0.34, barrier mass 0.15 (m0); ratio r = 2.2667
offset 2.0 eV; film 3.0 nm; numerical barriers 5.0 nm each
levels 1,2,3, correct matching (eV): 0.100328  0.396752  0.871815
subband spacings E2-E1, E3-E2 (eV): 0.2964  0.4751
conservative error, step midway, h=0.05 nm (meV): -0.0665  -0.4860  -1.7766
conservative error, step midway, h=0.025 nm (meV): -0.0166  -0.1216  -0.4444
conservative error, step midway, h=0.0125 nm (meV): -0.0042  -0.0304  -0.1111
conservative error, step on node, h=0.05 nm (meV): 0.0327  -0.0315  -0.6094
conservative error, step on node, h=0.025 nm (meV): 0.0082  -0.0077  -0.1521
conservative error, step on node, h=0.0125 nm (meV): 0.0021  -0.0019  -0.0380
conservative error, step offset 0.2 h, h=0.05 nm (meV): 0.0430  -0.0347  -0.7600
conservative error, step offset 0.2 h, h=0.025 nm (meV): 0.0107  -0.0089  -0.1906
conservative error, step offset 0.2 h, h=0.0125 nm (meV): 0.0027  -0.0023  -0.0478
kappa expanded, step midway: 0.88797; on node: 0.96686
kappa with w-derivative omitted: 2.26667
kappa measured from eigenvector, step midway: 0.88854
h->0 error, expanded midway (meV): 2.167  8.514  17.892
h->0 error, expanded on node (meV): 0.633  2.472  5.139
h->0 error, derivative omitted (meV): -19.790  -71.442  -131.478
dE/dkappa at kappa=1, levels 1,2,3 (meV): -18.989  -74.006  -153.179
linear estimate of midway error (meV): 2.127  8.291  17.161
expanded states 1,3: plain overlap -2.130e-03, weighted overlap -1.596e-04
coefficient of (ln r)^3 in ln kappa: -3/16
graded width parameter 0.2 nm: level-3 scheme difference (meV)
  at h=0.05, 0.025, 0.0125 nm: -0.6617  -0.1649  -0.0412
strong contrast: masses 0.4, 0.05; ratio 8.0; kappa -1.3986; barriers 3.0 nm
complex level, matching: 3.8534 + 0.9399 i eV
complex level, grid limit: 3.8627 + 0.9395 i eV
in-plane masses, levels 1,2,3 (m0): 0.3379  0.3303  0.3131
rough inputs: T 300 K, mobility 15.0 cm2/Vs, sheet density 5.0e+12 cm^-2
rough inputs: permittivities 10.0, 20.0; film gap 3.1 eV
thermal energy: 0.0259 eV; broadening hbar/tau: 0.2270 eV
mean film field: 0.452 MV/cm; barrier field: 0.452 MV/cm
potential drop over film: 0.1357 eV
shift from this field (meV): -2.51  0.59  0.20
shift if film is 0.2 nm thinner (meV): 13.22  51.12  106.28
nonparabolic shift, alpha=1/gap (meV): -3.05  -40.86  -162.36
shift if barrier mass is 0.20 (meV): -2.86  -11.04  -22.43
barrier decay length 1/q, levels 1,2,3 (nm): 0.3657  0.3980  0.4745
tunnel factor exp(-2 q d), d=5 nm: 1.33e-12  1.23e-11  7.03e-10
Fermi level minus E1: 0.0279 eV; fraction in level 2: 2.20e-05
```
